\section*{Single-mode nonradiative capture from static linear electron–phonon coupling, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a cold oscillator to the capture rate}

\subsection{A cold defect with two equal parabolas}

Let a defect move along one coordinate $Q$. Before capture a carrier is free and the lattice feels the potential $V_i$. After capture it feels $V_f$:
\begin{equation}
V_i=\tfrac12\Omega^2Q^2,\qquad
V_f=\tfrac12\Omega^2(Q-D)^2-\Delta E .
\label{parab}
\end{equation}
The coordinate is mass-weighted. If atom $a$ of mass $M_a$ moves by $\mathbf u_a$ from the initial equilibrium geometry along the straight line towards the final one, then $Q^2=\sum_aM_a|\mathbf u_a|^2$, and the kinetic energy is $\dot Q^2/2$. The length $D$ is the value of $Q$ at the final minimum, and $\Delta E>0$ is the energy released between the two minima. The initial energy includes that of the free carrier at its band edge.

Suppose for the moment that the electronic coupling between the two states is $WQ$, with $W$ constant. Its origin is derived below. At zero temperature the lattice starts in the ground state $|0_i\rangle$ of $V_i$, and we need $\langle n_f|Q|0_i\rangle$, where $|n_f\rangle$ is a level of the displaced well.

Write $\ell^2=\hbar/\Omega$ and $Q=\ell(a+a^\dagger)/\sqrt2$. The lowering operator of the displaced well is
\begin{equation}
b=a-\alpha,\qquad \alpha=\frac{D}{\sqrt2\,\ell},\qquad
S\equiv\alpha^2=\frac{\Omega D^2}{2\hbar}.
\label{huang}
\end{equation}
The Huang--Rhys factor $S$ measures the displacement energy in phonons, since $\tfrac12\Omega^2D^2=S\hbar\Omega$. Because $a|0_i\rangle=0$, we have $b|0_i\rangle=-\alpha|0_i\rangle$. Projecting this equation on $\langle (n-1)_f|$ gives $\sqrt n\,c_n=-\alpha c_{n-1}$ for $c_n=\langle n_f|0_i\rangle$. Repeated use of this relation, followed by normalization, gives
\begin{equation}
c_n=e^{-S/2}\frac{(-\alpha)^n}{\sqrt{n!}},\qquad
|c_n|^2=e^{-S}\frac{S^n}{n!}.
\label{poisson}
\end{equation}

In terms of the displaced operators, $Q=D+\ell(b+b^\dagger)/\sqrt2$. Here $b$ acts to the right and gives $-\alpha$, while $b^\dagger$ acts to the left and gives $\sqrt n\,c_{n-1}=-(n/\alpha)c_n$. Therefore
\begin{align}
\langle n_f|Q|0_i\rangle
&=c_n\left(D-\frac{\ell\alpha}{\sqrt2}-\frac{\ell n}{\sqrt2\,\alpha}\right)\nonumber\\
&=c_n\left(D-\frac D2-\frac{nD}{2S}\right)
=\frac{D(S-n)}{2S}\,c_n .
\label{cold}
\end{align}
The second line uses $\ell\alpha/\sqrt2=D/2$ and $\ell/(\sqrt2\,\alpha)=\ell^2/D=D/(2S)$.

The prefactor has a simple meaning. Energy conservation requires $n=p$, where $p=\Delta E/(\hbar\Omega)$. The curves in Eq.~(\ref{parab}) cross where
\[
0=-\Omega^2DQ+\tfrac12\Omega^2D^2-\Delta E .
\]
Dividing by $\Omega^2D=2S\hbar\Omega/D$ gives the crossing coordinate
\begin{equation}
Q_c=\frac{D(S-p)}{2S}.
\label{cross}
\end{equation}
Thus, for a transition that conserves energy, the operator $Q$ acts as the number $Q_c$ multiplying the ordinary overlap. In this case the linear coupling gives the same matrix element as a constant coupling $WQ_c$, the value of $WQ$ at the crossing.

Two limits check Eq.~(\ref{cold}). For $n=0$ it gives $Dc_0/2$: the product of two equal Gaussians is centred halfway between the minima. For $D\to0$ the element with $n=1$ tends to $-Dc_1/(2S)=D\alpha/(2S)=\ell/\sqrt2$, the usual one-phonon element of an undisplaced oscillator.

\subsection{Where the linear coupling comes from}

Let $h(Q)$ be the electronic Hamiltonian at fixed nuclei, with the nuclear repulsion included. Choose a reference coordinate $Q_0$ and freeze the electronic states there:
\[
h(Q_0)|i\rangle=\varepsilon_i|i\rangle,\qquad
h(Q_0)|f\rangle=\varepsilon_f|f\rangle,\qquad
\langle i|f\rangle=0 .
\]
Keep these two states and write the full state as $|i\rangle\chi_i(Q)+|f\rangle\chi_f(Q)$. The frozen states do not depend on $Q$, so the nuclear kinetic operator acts on $\chi_i$ and $\chi_f$ alone. It causes no transition in this basis.

The diagonal elements $\langle i|h(Q)|i\rangle$ and $\langle f|h(Q)|f\rangle$ are the potentials. In a first-principles calculation they are replaced by parabolas fitted to total energies of the two charge states. Those energies include the relaxation of the electrons at each $Q$, so this replacement goes beyond the strict frozen basis and is an approximation of the method. The off-diagonal element is
\begin{equation}
\langle i|h(Q)|f\rangle
=\langle i|h(Q_0)|f\rangle+(Q-Q_0)W+\cdots,\qquad
W=\left\langle i\left|\frac{\partial h}{\partial Q}\right|f\right\rangle_{Q_0}.
\label{static}
\end{equation}
Its first term is $\varepsilon_f\langle i|f\rangle=0$. Static coupling therefore starts at first order in the displacement.

This fixes the place of the Condon approximation. In its strict form, one takes the electronic matrix element at a single geometry and leaves a pure vibrational overlap. If that geometry is $Q_0$, the result is zero. What is done here is weaker: the \emph{derivative} $W$ is held constant and taken outside the vibrational integral,
\begin{equation}
\int\chi_{im}^*\,\langle i|h(Q)|f\rangle\,\chi_{fn}\,dQ
\;\approx\;W\,\langle\chi_{im}|Q-Q_0|\chi_{fn}\rangle .
\label{condon}
\end{equation}
The displacement stays inside. This is the Condon-type step of the derivation. It neglects the quadratic and higher terms in Eq.~(\ref{static}).

I take $Q_0=0$, the initial equilibrium geometry. The choice requires the defect level to be well separated from the band there, so that a localized state $|f\rangle$ can be identified.

\subsection{The derivative coupling from orbitals}

Electronic-structure programs give orbitals at several geometries more readily than $\partial h/\partial Q$. Let $|f(Q)\rangle$ follow the eigenstate of $h(Q)$ that equals $|f\rangle$ at $Q_0$. Differentiate $h|f\rangle=\varepsilon_f|f\rangle$ and project on $\langle i|$:
\[
\left\langle i\left|\frac{\partial h}{\partial Q}\right|f\right\rangle
+\varepsilon_i\left\langle i\left|\frac{\partial f}{\partial Q}\right.\right\rangle
=\frac{\partial\varepsilon_f}{\partial Q}\langle i|f\rangle
+\varepsilon_f\left\langle i\left|\frac{\partial f}{\partial Q}\right.\right\rangle .
\]
The first term on the right vanishes by orthogonality, and hence
\begin{equation}
W=(\varepsilon_f-\varepsilon_i)
\left\langle i\left|\frac{\partial f}{\partial Q}\right.\right\rangle .
\label{orbital}
\end{equation}
A $Q$-dependent phase of $|f\rangle$ would add a multiple of $\langle i|f\rangle=0$, so it does no harm at $Q_0$.

For many electrons, $|i\rangle$ and $|f\rangle$ are many-electron states. Replacing them by two Kohn--Sham orbitals, and $h$ by the one-electron Hamiltonian, is a further mean-field approximation. It assumes that the remaining orbitals change little between the two states. For hole capture the same two orbitals enter, because an electron in the defect orbital fills the hole in the band; $|W|^2$ is unchanged.

A small electronic model tests Eq.~(\ref{orbital}). An electron of free mass moves in the well $-(6+Q)\exp[-(r/2)^2]$, in eV with $r$ in \AA{} and $Q$ in $\mathrm{amu}^{1/2}$\,\AA, inside a sphere of radius $100$ \AA. The radial grid, with spacing $0.2$ \AA, puts the bound level at $-0.816$ eV, about 4.5 meV below its converged value, and changes $W$ by about 0.1\%. For this level and the lowest unbound spherical state, the direct element of $\partial h/\partial Q$ and the orbital derivative both give $W=4.256\times10^{-3}$ eV/($\mathrm{amu}^{1/2}$\,\AA).

The value of $W$ depends on the volume $V$ in which the band state is normalized. The defect orbital is localized, while the amplitude of a normalized band state near the defect scales as $V^{-1/2}$. Therefore $|W|^2\propto1/V$, and $V|W|^2$ has a finite limit.

In the spherical model one boundary effect must first be removed. The lowest free state of a sphere of radius $R$ has the radial function $r\psi=\sin(\pi r/R)/\sqrt{2\pi R}$. Its density at the centre is $\pi/(2R^3)$. Multiplying by $V=4\pi R^3/3$ gives $2\pi^2/3$, whereas a plane wave gives $1$. After division by $2\pi^2/3$, the same grid spacing gives $V|W|^2=10.98$ and $10.71$ eV$^2$\,\AA/amu at $R=200$ and $400$ \AA. The volume grows eightfold between these cases, while the product changes by 2.5\% relative to the smaller sphere.

\subsection{From coupling to a decay rate}

One oscillator has discrete levels, and two sets of discrete levels exchange population back and forth. A rate appears once the final levels can lose energy. Let other lattice modes damp each final level, with amplitude decaying as $e^{-\gamma t/2\hbar}$. With $M_{mn}=W\langle\chi_{im}|Q|\chi_{fn}\rangle$, the amplitudes obey
\begin{align}
i\hbar\dot A_m&=E_{im}A_m+\sum_nM_{mn}B_n,\nonumber\\
i\hbar\dot B_n&=\left(E_{fn}-\tfrac{i\gamma}{2}\right)B_n+M_{mn}^*A_m .
\label{amps}
\end{align}
Other initial levels mix with level $m$ through the final levels; they change its decay first at order $W^4$ and are omitted.

Look for solutions proportional to $e^{-iEt/\hbar}$. The second equation gives $B_n=M_{mn}^*A_m/(E-E_{fn}+i\gamma/2)$. Insert this in the first equation and set $E=E_{im}$ in the small term:
\begin{equation}
E-E_{im}=\sum_n\frac{|M_{mn}|^2}{E_{im}-E_{fn}+i\gamma/2}.
\label{shift}
\end{equation}
The probability $|A_m|^2$ decays at the rate $-2\,\mathrm{Im}E/\hbar$. Since $\mathrm{Im}(x+i\gamma/2)^{-1}=-(\gamma/2)/(x^2+\gamma^2/4)$,
\begin{align}
r_m&=\frac1\hbar\sum_n|M_{mn}|^2
\frac{\gamma}{(E_{im}-E_{fn})^2+\gamma^2/4}\nonumber\\
&=\frac{2\pi}{\hbar}\sum_n|M_{mn}|^2L_\gamma(E_{im}-E_{fn}),
\label{golden}
\end{align}
where $L_\gamma(x)=(\gamma/2\pi)/(x^2+\gamma^2/4)$ has unit area. It becomes $\delta(x)$ as $\gamma\to0$. The order of the limits matters: the resonant coupling must remain small compared with $\gamma$, otherwise population returns before the final level relaxes.

Equation~(\ref{golden}) was tested by diagonalizing the damped Hamiltonian for the displaced wells used in the example below, with $S=12.248$. The starting level was $m=2$, the width was $\gamma=0.05\,\hbar\Omega$, and the coupling was $10^{-3}\hbar\Omega$ per unit of $Q$ in $\mathrm{amu}^{1/2}$\,\AA. For $p=25$ a final level is resonant, and the decay rate is $7.08\times10^{-7}\,\Omega$ by both routes. For $p=25.3$ the nearest final level is $0.3\,\hbar\Omega$ away, and both routes give $6.28\times10^{-9}\,\Omega$. The rate law holds in both cases, but a hundredfold change follows from a small detuning. A single sharp mode therefore gives no smooth capture rate without a further assumption about broadening.

\subsection{The capture coefficient}

Let the initial vibrations be thermal, with weights $w_m$, and let relaxation after capture be fast enough to prevent return. The rate for one carrier in the volume $V$ is $r=\sum_mw_mr_m$. One carrier in $V$ is a density $1/V$, and the capture coefficient $C$ is defined by a rate per empty defect equal to $C$ times the carrier density. Thus $r=C/V$, or $C=Vr$. If the final state has $g$ equivalent distorted geometries, each contributes equally, and
\begin{equation}
C=\frac{2\pi}{\hbar}\,g\,V|W|^2
\sum_mw_m\sum_n|\langle\chi_{im}|Q|\chi_{fn}\rangle|^2
\delta(E_{im}-E_{fn}).
\label{general}
\end{equation}
The delta function stands for a narrow normalized line. Any spin factor, such as the fraction of carriers whose spin permits capture, multiplies this result. The derivation of Eq.~(\ref{general}) has not used equal frequencies. With initial frequency $\Omega_i$ and final frequency $\Omega_f$ the energies are $E_{im}=(m+\tfrac12)\hbar\Omega_i$ and $E_{fn}=(n+\tfrac12)\hbar\Omega_f-\Delta E$.

\section{Thermal vibrations, limits and a worked case}

\subsection{Symbols carried over}

The initial well is centred at $Q=0$ and the final well at $Q=D$; $\Delta E$ is the energy released between their minima. For equal frequencies, $S=\Omega D^2/(2\hbar)$ and $p=\Delta E/(\hbar\Omega)$, and the curves cross at $Q_c=D(S-p)/(2S)$. The coupling is $WQ$, with electronic states frozen at $Q=0$. The volume is $V$, the number of equivalent final geometries is $g$, and the capture coefficient is given by Eq.~(\ref{general}). I write $|m\rangle$ for a level of the initial well and $|\tilde n\rangle$ for a level of the final well.

\subsection{The crossing rule for every initial level}

The result found for a cold lattice extends to all $m$. Let $H_i$ and $H_f$ be the two oscillator Hamiltonians without the constant $-\Delta E$. Their kinetic terms cancel in the difference:
\[
H_i-H_f=\tfrac12\Omega^2Q^2-\tfrac12\Omega^2(Q-D)^2
=\Omega^2DQ-\tfrac12\Omega^2D^2 .
\]
Take this between $\langle m|$ and $|\tilde n\rangle$. On the left, $H_i$ acts on the bra and $H_f$ on the ket, giving $(m-n)\hbar\Omega\langle m|\tilde n\rangle$. With $\tfrac12\Omega^2D^2=S\hbar\Omega$, solving for the element of $Q$ yields
\begin{equation}
\langle m|Q|\tilde n\rangle
=\frac{D[S-(n-m)]}{2S}\langle m|\tilde n\rangle .
\label{identity}
\end{equation}
Energy conservation sets $n-m=p$, and the prefactor is again $Q_c$. For equal frequencies and linear coupling, the on-shell replacement of $Q$ by $Q_c$ is thus an identity. It does not assume classical nuclei.

With unequal frequencies the potential difference contains $Q^2$. Its matrix element still vanishes between states of equal total energy, but this now relates three quantities, the elements of $Q^2$, $Q$ and $1$. No single coordinate then replaces $Q$ as an identity, although the nearer crossing can remain a good approximation when the frequencies are close.

We now have the capture coefficient for a linear coupling, and for equal frequencies an exact rule that replaces $Q$ by the crossing coordinate $Q_c$ in every energy-conserving transition. What remains is to find the thermal overlaps, smooth the discrete levels into a rate, and test the result in a worked example.
